# Removing the hydrogen nuclear cusp with a damped one-body exponent: verification in Python

```python
"""
Result under test (hartree atomic units):
  psi = exp(J) phi,  J(r) = Z L exp(-r/L),  so J'(0) = -Z.
The transformed Hamiltonian exp(-J) H exp(J) has no 1/r singularity.
With plane waves up to wave number K, the ground-state energy errors are
  bare:         16 Z^5 / (3 pi K^3)
  transformed:  64 Z^5 / (5 pi L^2 K^5)     for large K at fixed L.
Z: nuclear charge, L: damping length, K: cutoff, phi/chi: right/left
eigenfunctions.  The basis is sin(n pi r/R)/r in a ball of radius R.
"""
import numpy as np
import sympy as sp
from scipy.linalg import lu_factor, lu_solve, eigvals
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def panel_grid(radius, panels, points=32):
    """Composite Gauss-Legendre quadrature on [0, radius]."""
    x, w = np.polynomial.legendre.leggauss(points)
    h = radius / panels
    left = h * np.arange(panels)
    r = (left[:, None] + 0.5 * h * (x[None, :] + 1)).ravel()
    return r, np.tile(0.5 * h * w, panels)


# ---------- symbolic check of the operator and of the cusps ----------
r_s, Z_s, L_s = sp.symbols("r Z L", positive=True)
J_s = Z_s * L_s * sp.exp(-r_s / L_s)
A_s = Z_s * sp.exp(-r_s / L_s)
W_s = (A_s - Z_s) / r_s - A_s / (2 * L_s) - A_s**2 / 2
f_s = sp.Function("f")(r_s)


def bare_hamiltonian(g):
    return (-(sp.diff(g, r_s, 2) + 2 * sp.diff(g, r_s) / r_s) / 2
            - Z_s * g / r_s)


def transformed_hamiltonian(g):
    kinetic = -(sp.diff(g, r_s, 2) + 2 * sp.diff(g, r_s) / r_s) / 2
    return kinetic + A_s * sp.diff(g, r_s) + W_s * g


by_definition = sp.exp(-J_s) * bare_hamiltonian(sp.exp(J_s) * f_s)
assert sp.simplify(sp.expand(
    by_definition - transformed_hamiltonian(f_s))) == 0
radial_form = (-sp.diff(f_s, r_s, 2) / 2 + A_s * sp.diff(f_s, r_s)
               - (Z_s / r_s + A_s / (2 * L_s) + A_s**2 / 2) * f_s)
assert sp.simplify(sp.expand(
    r_s * transformed_hamiltonian(f_s / r_s) - radial_form)) == 0
W_origin = sp.limit(W_s, r_s, 0)
assert sp.simplify(W_origin + 3 * Z_s / (2 * L_s) + Z_s**2 / 2) == 0

phi_s = sp.exp(-Z_s * r_s - J_s)
chi_s = sp.exp(-Z_s * r_s + J_s)


def taylor_coefficient(g, order):
    value = sp.diff(g, r_s, order).subs(r_s, 0) / g.subs(r_s, 0)
    return sp.simplify(value / sp.factorial(order))


assert taylor_coefficient(phi_s, 1) == 0
assert sp.simplify(taylor_coefficient(phi_s, 2) + Z_s / (2 * L_s)) == 0
assert sp.simplify(taylor_coefficient(phi_s, 3)
                   - Z_s / (6 * L_s**2)) == 0
assert sp.simplify(taylor_coefficient(chi_s, 1) + 2 * Z_s) == 0

# ---------- Fourier tails by direct quadrature, Z = 1, L = 1 ----------
r_far, w_far = panel_grid(45.0, 150)
k_test = 40.0
psi_origin = 1 / np.sqrt(np.pi)


def fourier(values):
    integrand = r_far * values * np.sin(k_test * r_far)
    return 4 * np.pi / k_test * np.sum(w_far * integrand)


psi_far = psi_origin * np.exp(-r_far)
J_far = np.exp(-r_far)
tail_numeric = [fourier(psi_far), fourier(psi_far * np.exp(-J_far)),
                fourier(psi_far * np.exp(J_far))]
tail_formula = [8 * np.pi * psi_origin / k_test**4,
                16 * np.pi * psi_origin * np.exp(-1.0) / k_test**6,
                16 * np.pi * psi_origin * np.exp(1.0) / k_test**4]
# the next terms of the tails are of relative order 10/k^2
assert np.allclose(tail_numeric, tail_formula, rtol=0.02, atol=0)

# ---------- projected Hamiltonian in spherical waves ----------
R = 18.0
N_MAX = 344
r, w = panel_grid(R, 60)
wave_numbers = np.arange(1, N_MAX + 1) * np.pi / R
sines = np.sqrt(2 / R) * np.sin(np.outer(wave_numbers, r))
slopes = (np.sqrt(2 / R) * wave_numbers[:, None]
          * np.cos(np.outer(wave_numbers, r)))


def matrix(Z, L=None, slope_fraction=1.0):
    """Projected Hamiltonian; L=None gives the bare one."""
    A = np.zeros_like(r)
    potential = -Z / r
    if L is not None:
        A = slope_fraction * Z * np.exp(-r / L)
        potential = potential - A / (2 * L) - A**2 / 2
    return (np.diag(wave_numbers**2 / 2) + (sines * (w * A)) @ slopes.T
            + (sines * (w * potential)) @ sines.T)


def ground(H, N, Z=1.0):
    """Ground energy and right/left vectors by inverse iteration."""
    h = H[:N, :N]
    factors = lu_factor(h - (-0.51 * Z**2) * np.eye(N))
    right = 1 / np.arange(1, N + 1)**2
    left = right.copy()
    for _ in range(12):
        right = lu_solve(factors, right)
        right /= np.linalg.norm(right)
        left = lu_solve(factors, left, trans=1)
        left /= np.linalg.norm(left)
    return left @ h @ right / (left @ right), right, left


def cutoff(N):
    return (N + 0.5) * np.pi / R


def error(H, N, Z=1.0):
    return ground(H, N, Z)[0] + Z**2 / 2


def extrapolate(K1, s1, K2, s2):
    """Remove a correction proportional to 1/K."""
    return (K2 * s2 - K1 * s1) / (K2 - K1)


sizes = [34, 68, 172, 344]
K = np.array([cutoff(N) for N in sizes])
lengths = [0.25, 0.5, 1.0, 2.0, 4.0]
H_all = {None: matrix(1.0)}
for L in lengths:
    H_all[L] = matrix(1.0, L)
errors = {key: np.array([error(H, N) for N in sizes])
          for key, H in H_all.items()}

# the state found is the lowest one of the full spectrum
for H in H_all.values():
    spectrum = eigvals(H[:68, :68])
    lowest = spectrum[np.argmin(spectrum.real)]
    assert abs(lowest - ground(H, 68)[0]) < 1e-8

# prefactors: scaled errors must tend to one
scaled_bare = errors[None] * 3 * np.pi * K**3 / 16
limit_bare = extrapolate(K[2], scaled_bare[2], K[3], scaled_bare[3])
assert abs(limit_bare - 1) < 0.03
limits = {}
for L in lengths:
    scaled = errors[L] * 5 * np.pi * L**2 * K**5 / 64
    limits[L] = extrapolate(K[2], scaled[2], K[3], scaled[3])
    # corrections of order 1/K^2 remain after the extrapolation
    assert abs(limits[L] - 1) < 0.04

# dependence on the nuclear charge
H_two = matrix(2.0, 0.5)
scaled_two = [error(H_two, N, 2.0) * 5 * np.pi * 0.25 * cutoff(N)**5
              / (64 * 2.0**5) for N in sizes[2:]]
limit_two = extrapolate(K[2], scaled_two[0], K[3], scaled_two[1])
assert abs(limit_two - 1) < 0.08   # K/Z is only half as large here

# a wrong slope keeps the slow law, reduced by 1 - s^2
s_wrong = 0.8
H_wrong = matrix(1.0, 1.0, s_wrong)
errors_wrong = np.array([error(H_wrong, N) for N in sizes])
ratio_wrong = errors_wrong / errors[None]
limit_wrong = extrapolate(K[2], ratio_wrong[2], K[3], ratio_wrong[3])
assert abs(limit_wrong - (1 - s_wrong**2)) < 0.02

# non-normality, from matrix vectors and from the known functions
kappa = {}
for L in lengths:
    _, right, left = ground(H_all[L], N_MAX)
    kappa[L] = 1 / abs(left @ right)
    J = L * np.exp(-r / L)
    density = w * r**2 * np.exp(-2 * r)
    kappa_exact = np.sqrt(np.sum(density * np.exp(-2 * J))
                          * np.sum(density * np.exp(2 * J)))
    kappa_exact /= np.sum(density)
    assert abs(kappa[L] / kappa_exact - 1) < 1e-3

# smallest cutoff from which the error stays below the target
target = 1e-4
needed = {}
for key, H in H_all.items():
    N = 180
    assert abs(error(H, N)) < target
    while N > 3 and abs(error(H, N - 1)) < target:
        N -= 1
    needed[key] = cutoff(N)
for L in lengths:
    assert needed[L] < needed[None]


def exponent(values):
    return -np.log(values[3] / values[2]) / np.log(K[3] / K[2])


# ---------- printed results ----------
print(f"Z = 1, ball radius R = {R:.1f} bohr")
print("Basis sizes N:", *sizes)
print("Cutoffs K (1/bohr):", *[f"{x:.3f}" for x in K])
W_value = float(W_origin.subs({Z_s: 1, L_s: 1}))
print(f"W(0), L=1 bohr: {W_value:.3f} hartree")
print(f"Fourier tails at k = {k_test:.0f}/bohr, L=1 (bohr^1.5):")
for name, a, b in zip(["bare psi", "right phi", "left chi"],
                      tail_numeric, tail_formula):
    print(f"  {name}: quadrature {a:.4e}, formula {b:.4e}")
print("Energy errors (hartree) at the four cutoffs:")
print("  bare  :", *[f"{x:.3e}" for x in errors[None]])
for L in lengths:
    print(f"  L={L:4.2f}:", *[f"{x:.3e}" for x in errors[L]])
print("Decay exponent between the last two cutoffs:")
print(f"  bare {exponent(errors[None]):.3f},"
      f" L=1 {exponent(errors[1.0]):.3f},"
      f" wrong slope {exponent(errors_wrong):.3f}")
print("Extrapolated error / derived law (should be 1):")
print(f"  bare {limit_bare:.4f}")
for L in lengths:
    print(f"  L={L:4.2f} bohr: {limits[L]:.4f}")
print(f"  Z=2, L=0.50 bohr: {limit_two:.4f}")
print(f"Error ratio to bare at K = {K[3]:.3f}/bohr:")
for L in lengths:
    print(f"  L={L:4.2f}: measured {errors[L][3] / errors[None][3]:.3e},"
          f" law {12 / (5 * L**2 * K[3]**2):.3e}")
print(f"Slope fraction {s_wrong}: error/bare -> {limit_wrong:.4f},"
      f" law {1 - s_wrong**2:.4f}")
print(f"Cutoff for error below {target:.0e} hartree (1/bohr),")
print("and factor saved in number of plane waves:")
print(f"  bare: {needed[None]:.2f}")
for L in lengths:
    print(f"  L={L:4.2f}: {needed[L]:.2f},"
          f" factor {(needed[None] / needed[L])**3:.1f}")
print("Non-normality kappa (no unit):")
print("  " + ", ".join(f"L={L:g}: {kappa[L]:.3f}" for L in lengths))
print(f"Errors at K = {K[1]:.3f}/bohr in meV:"
      f" bare {errors[None][1] * HARTREE_EV * 1e3:.3f},"
      f" L=1 {errors[1.0][1] * HARTREE_EV * 1e3:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Z = 1, ball radius R = 18.0 bohr
Basis sizes N: 34 68 172 344
Cutoffs K (1/bohr): 6.021 11.956 30.107 60.127
W(0), L=1 bohr: -2.000 hartree
Fourier tails at k = 40/bohr, L=1 (bohr^1.5):
  bare psi: quadrature 5.5320e-06, formula 5.5389e-06
  right phi: quadrature 2.5687e-09, formula 2.5471e-09
  left chi: quadrature 2.9834e-05, formula 3.0113e-05
Energy errors (hartree) at the four cutoffs:
  bare  : 6.065e-03 8.965e-04 6.006e-05 7.680e-06
  L=0.25: 3.985e-03 2.261e-04 2.555e-06 8.195e-08
  L=0.50: 1.714e-03 6.355e-05 6.466e-07 2.055e-08
  L=1.00: 4.750e-04 1.589e-05 1.616e-07 5.137e-09
  L=2.00: 1.133e-04 3.927e-06 4.034e-08 1.284e-09
  L=4.00: 2.723e-05 9.742e-07 1.008e-08 3.212e-10
Decay exponent between the last two cutoffs:
  bare 2.973, L=1 4.986, wrong slope 2.978
Extrapolated error / derived law (should be 1):
  bare 1.0014
  L=0.25 bohr: 1.0063
  L=0.50 bohr: 1.0003
  L=1.00 bohr: 1.0006
  L=2.00 bohr: 1.0017
  L=4.00 bohr: 1.0036
  Z=2, L=0.50 bohr: 1.0004
Error ratio to bare at K = 60.127/bohr:
  L=0.25: measured 1.067e-02, law 1.062e-02
  L=0.50: measured 2.675e-03, law 2.655e-03
  L=1.00: measured 6.689e-04, law 6.639e-04
  L=2.00: measured 1.672e-04, law 1.660e-04
  L=4.00: measured 4.182e-05, law 4.149e-05
Slope fraction 0.8: error/bare -> 0.3593, law 0.3600
Cutoff for error below 1e-04 hartree (1/bohr),
and factor saved in number of plane waves:
  bare: 25.39
  L=0.25: 14.22, factor 5.7
  L=0.50: 10.91, factor 12.6
  L=1.00: 8.29, factor 28.7
  L=2.00: 6.20, factor 68.8
  L=4.00: 4.63, factor 165.5
Non-normality kappa (no unit):
  L=0.25: 1.001, L=0.5: 1.011, L=1: 1.077, L=2: 1.304, L=4: 1.802
Errors at K = 11.956/bohr in meV: bare 24.395, L=1 0.4325
ALL CHECKS PASSED
```
